# Apparent activation energy of growth when an adsorbed precursor reacts or desorbs: verification in Python

```python
"""
Result under test: a precursor trapped at constant rate s*F either reacts
(k_r = nu_r exp(-Er/kT)) or desorbs (k_d = nu_d exp(-Ed/kT)).
At low coverage the steady growth rate R has the apparent activation energy
    E_app = -d ln R / d(1/kT) = (Er - Ed) * phi_d,
where phi_d is the fraction of trapped molecules that desorb.
Symbols: beta = 1/kT in 1/eV, energies in eV, rates in 1/s, T in K,
F = impinging flux, s = trapping probability, N0 = surface site density.
Extensions tested: temperature-dependent prefactors and flux, a parallel
channel, site blocking by the precursor, and site blocking by hydrogen.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

K_B = const.k / const.e  # eV/K


def beta_of(temperature):
    return 1.0 / (K_B * temperature)


def arrhenius(prefactor, energy, beta):
    return prefactor * np.exp(-beta * energy)


def steady_growth(k_react, k_desorb, supply, blocking=0.0):
    """Integrate the adsorbate balance from a bare surface to steady state."""
    total = k_react + k_desorb + blocking * supply

    def balance(t, c):
        return supply * (1.0 - blocking * c) - (k_react + k_desorb) * c

    sol = solve_ivp(balance, (0.0, 45.0 / total), [0.0], method="DOP853",
                    rtol=1e-11, atol=1e-13 * supply / total)
    assert sol.success
    return k_react * sol.y[0, -1]


def counted_desorbing_fraction(k_react, k_desorb):
    """Follow an adsorbed population without flux; count those that desorb."""
    def decay(t, y):
        return [-(k_react + k_desorb) * y[0], k_react * y[0], k_desorb * y[0]]

    sol = solve_ivp(decay, (0.0, 45.0 / (k_react + k_desorb)), [1.0, 0.0, 0.0],
                    method="DOP853", rtol=1e-10, atol=1e-13)
    assert sol.success
    return sol.y[2, -1]


def apparent_energy(rate_of_beta, beta, step=0.02):
    """Central difference of -ln(rate) with respect to beta."""
    return -(np.log(rate_of_beta(beta + step))
             - np.log(rate_of_beta(beta - step))) / (2.0 * step)


# ---- main law, in cases of either sign, zero difference and zero Er ----
cases = [(0.20, 0.40, 1e11, 1e13), (0.40, 0.20, 1e14, 1e13),
         (0.30, 0.30, 1e12, 1e13), (0.00, 0.40, 1e10, 1e13)]
largest_error = 0.0
for er, ed, nr, nd in cases:
    for temperature in (700.0, 1000.0):
        b = beta_of(temperature)
        slope = apparent_energy(lambda x: steady_growth(
            arrhenius(nr, er, x), arrhenius(nd, ed, x), 1.0), b)
        fraction = counted_desorbing_fraction(
            arrhenius(nr, er, b), arrhenius(nd, ed, b))
        largest_error = max(largest_error, abs(slope - (er - ed) * fraction))
assert largest_error < 2e-5  # finite-difference and integration error

# ---- example inputs: rough values for silicon from a disilane beam ----
Er, Ed, nu_r, nu_d = 0.20, 0.40, 1e11, 1e13
trapping, pressure_torr, T_gas, T0 = 0.5, 1e-6, 300.0, 1000.0
E_H, nu_H = 2.5, 1e15
lattice_nm = 0.543
mass = (2 * 28.0855 + 6 * 1.008) * const.atomic_mass
pressure = pressure_torr * const.torr


def impinging_flux(gas_temperature):
    """Kinetic-theory flux in molecules per cm2 and second."""
    return pressure / np.sqrt(
        2 * np.pi * mass * const.k * gas_temperature) * 1e-4


flux = impinging_flux(T_gas)
site_density = 2.0 / (lattice_nm * 1e-7) ** 2
atom_density = 8.0 / (lattice_nm * 1e-7) ** 3
nm_per_min = 2.0 / atom_density * 1e7 * 60.0  # two Si atoms per molecule


def k_r(b):
    return arrhenius(nu_r, Er, b)


def k_d(b):
    return arrhenius(nu_d, Ed, b)


def phi_d(b):
    return k_d(b) / (k_r(b) + k_d(b))


def simple_rate(b):
    return trapping * flux * (1.0 - phi_d(b))


b0 = beta_of(T0)
kT0 = K_B * T0
E0 = (Er - Ed) * phi_d(b0)

# ---- curvature of the Arrhenius plot ----
h = 0.2
logs = [np.log(steady_growth(k_r(x), k_d(x), 1.0)) for x in (b0 - h, b0, b0 + h)]
curvature = (logs[0] - 2 * logs[1] + logs[2]) / h**2
curvature_formula = -(Er - Ed) ** 2 * phi_d(b0) * (1 - phi_d(b0))
assert abs(curvature / curvature_formula - 1) < 3e-3

# ---- prefactor power: desorption prefactor proportional to T ----
slope = apparent_energy(lambda x: steady_growth(
    k_r(x), k_d(x) * b0 / x, 1.0), b0)
assert abs(slope - (E0 - kT0 * phi_d(b0))) < 2e-5

# ---- fixed pressure with gas at the surface temperature ----
slope = apparent_energy(lambda x: steady_growth(
    k_r(x), k_d(x), impinging_flux(1 / (K_B * x))), b0)
assert abs(slope - (E0 - kT0 / 2)) < 2e-5

# ---- parallel temperature-independent channel ----
direct_ratio = 0.1
direct_rate = direct_ratio * simple_rate(b0)
E_parallel = apparent_energy(lambda x: steady_growth(
    k_r(x), k_d(x), trapping * flux) + direct_rate, b0)
assert abs(E_parallel - E0 / (1 + direct_ratio)) < 2e-5

# ---- blocking by the precursor itself, round test parameters ----
er, ed, nr, nd, f = 0.6, 0.8, 1e9, 1e13, 100.0


def blocked_rate(x):
    return steady_growth(arrhenius(nr, er, x), arrhenius(nd, ed, x), f, 1.0)


for temperature in (360.0, 420.0):
    b = beta_of(temperature)
    kr_b, kd_b = arrhenius(nr, er, b), arrhenius(nd, ed, b)
    theta = blocked_rate(b) / kr_b
    expected = ((1 - theta) * (er - ed) * counted_desorbing_fraction(kr_b, kd_b)
                + theta * er)
    assert abs(apparent_energy(blocked_rate, b) - expected) < 5e-5
peak = minimize_scalar(lambda t: -np.log(blocked_rate(beta_of(t))),
                       bounds=(320.0, 480.0), method="bounded",
                       options={"xatol": 1e-3})
T_peak_formula = ed / (K_B * np.log(nd * (ed - er) / (f * er)))
assert abs(peak.x - T_peak_formula) < 0.1
theta_peak = blocked_rate(beta_of(peak.x)) / arrhenius(nr, er, beta_of(peak.x))


# ---- blocking by product hydrogen: reaction needs two vacant sites ----
def hydrogen_state(b):
    """Return hydrogen coverage and reacting flux from the hydrogen balance."""
    def reacting(x):
        k_eff = k_r(b) * (1 - x) ** 2
        return trapping * flux * k_eff / (k_eff + k_d(b))

    k_H = arrhenius(nu_H, E_H, b)
    x = brentq(lambda y: 6 * reacting(y) / (site_density * k_H) - y,
               0.0, 1.0, xtol=1e-15, rtol=1e-13)
    return x, reacting(x)


def hydrogen_energy(b):
    return apparent_energy(lambda y: hydrogen_state(y)[1], b, step=0.002)


for temperature in (850.0, 900.0, 1000.0):
    b = beta_of(temperature)
    x = hydrogen_state(b)[0]
    k_eff = k_r(b) * (1 - x) ** 2
    phi = k_d(b) / (k_eff + k_d(b))
    g = 2 * x / (1 - x)
    expected = phi * (Er - Ed + g * E_H) / (1 + g * phi)
    assert abs(hydrogen_energy(b) - expected) < 2e-5
top = minimize_scalar(lambda t: -np.log(hydrogen_state(beta_of(t))[1]),
                      bounds=(780.0, 1050.0), method="bounded",
                      options={"xatol": 1e-4})
x_top = hydrogen_state(beta_of(top.x))[0]
x_top_formula = (Ed - Er) / (2 * E_H + Ed - Er)
assert abs(x_top / x_top_formula - 1) < 3e-3

# ---- what an experimenter would fit over a finite window ----
T_low, T_high = 950.0, 1100.0
betas = np.linspace(beta_of(T_high), beta_of(T_low), 31)
fit_simple = -np.polyfit(betas, np.log(simple_rate(betas)), 1)[0]
fit_H = -np.polyfit(
    betas, [np.log(hydrogen_state(b)[1]) for b in betas], 1)[0]
window_E = (Er - Ed) * phi_d(betas)
assert window_E.min() < fit_simple < window_E.max()

# ---- sizes of other neglected effects ----
trapping_drop = 0.05
E_trapping = np.log(1 - trapping_drop) / (beta_of(T_low) - beta_of(T_high))
lifetime = 1 / (k_r(b0) + k_d(b0))
cooling_time = 1e-12
early_loss = 1 - np.exp(-cooling_time / lifetime)
x0, reacting0 = hydrogen_state(b0)

print(f"Er = {Er:.2f} eV, Ed = {Ed:.2f} eV")
print(f"nu_r = {nu_r:.1e} 1/s, nu_d = {nu_d:.1e} 1/s")
print(f"trapping probability s = {trapping:.2f}")
print(f"pressure = {pressure_torr:.1e} Torr, gas T = {T_gas:.0f} K")
print(f"surface T = {T0:.0f} K, kT = {kT0:.5f} eV")
print(f"lattice constant = {lattice_nm:.3f} nm")
print(f"disilane mass = {mass / const.atomic_mass:.2f} u")
print(f"impinging flux F = {flux:.3e} 1/(cm2 s)")
print(f"site density N0 = {site_density:.3e} 1/cm2")
print(f"Si atom density = {atom_density:.3e} 1/cm3")
print(f"k_r = {k_r(b0):.3e} 1/s, k_d = {k_d(b0):.3e} 1/s")
print(f"residence time = {lifetime * 1e12:.2f} ps")
print(f"precursor coverage = {trapping * flux * lifetime / site_density:.2e}")
print(f"desorbing fraction phi_d = {phi_d(b0):.4f}")
print(f"reacting fraction phi_r = {1 - phi_d(b0):.4f}")
print(f"growth rate = {simple_rate(b0) * nm_per_min:.4f} nm/min")
print(f"E_app = {E0:.4f} eV = {E0 * const.e * const.N_A / 1e3:.2f} kJ/mol")
print(f"curvature d2 lnR/dbeta2: numeric {curvature:.6f} eV^2,"
      f" formula {curvature_formula:.6f} eV^2")
print(f"largest error of main law in tests = {largest_error:.1e} eV")
print(f"hydrogen: E_H = {E_H:.2f} eV, nu_H = {nu_H:.1e} 1/s")
print("T (K) | phi_d | growth (nm/min) | E_app (eV) |"
      " H coverage | growth with H (nm/min) | E_app with H (eV)")
for temperature in (850.0, 900.0, 950.0, 1000.0, 1050.0, 1100.0):
    b = beta_of(temperature)
    x, reacting = hydrogen_state(b)
    print(f"{temperature:.0f} | {phi_d(b):.4f} |"
          f" {simple_rate(b) * nm_per_min:.4f} | {(Er - Ed) * phi_d(b):.4f} |"
          f" {x:.2e} | {reacting * nm_per_min:.4f} | {hydrogen_energy(b):.4f}")
print(f"growth maximum with H: T = {top.x:.1f} K, H coverage = {x_top:.4f}")
print(f"H coverage at sign change, formula = {x_top_formula:.4f}")
print(f"fit window = {T_low:.0f} to {T_high:.0f} K")
print(f"fitted E_app without H = {fit_simple:.4f} eV")
print(f"fitted E_app with H = {fit_H:.4f} eV")
print(f"shift of E_app by H at {T0:.0f} K = {hydrogen_energy(b0) - E0:.4f} eV")
print(f"shift if nu_d is proportional to T = {-kT0 * phi_d(b0):.4f} eV")
print(f"shift at fixed pressure, gas at surface T = {-kT0 / 2:.4f} eV")
print(f"assumed fall of s over fit window = {100 * trapping_drop:.0f} percent")
print(f"shift of E_app by that fall = {E_trapping:.4f} eV")
print(f"direct channel / precursor channel = {direct_ratio:.2f}")
print(f"E_app with direct channel = {E_parallel:.4f} eV")
print(f"assumed thermalisation time = {cooling_time * 1e12:.1f} ps")
print(f"fraction leaving within that time = {early_loss:.4f}")
print(f"precursor-blocking test: Er = {er:.2f} eV, Ed = {ed:.2f} eV")
print(f"  nu_r = {nr:.1e} 1/s, nu_d = {nd:.1e} 1/s, f = {f:.0f} 1/s")
print(f"  rate maximum: numeric {peak.x:.2f} K, formula {T_peak_formula:.2f} K")
print(f"  precursor coverage at maximum = {theta_peak:.4f}")
print("success")
```

Running it gives:

```
Er = 0.20 eV, Ed = 0.40 eV
nu_r = 1.0e+11 1/s, nu_d = 1.0e+13 1/s
trapping probability s = 0.50
pressure = 1.0e-06 Torr, gas T = 300 K
surface T = 1000 K, kT = 0.08617 eV
lattice constant = 0.543 nm
disilane mass = 62.22 u
impinging flux F = 2.571e+14 1/(cm2 s)
site density N0 = 6.783e+14 1/cm2
Si atom density = 4.997e+22 1/cm3
k_r = 9.818e+09 1/s, k_d = 9.640e+10 1/s
residence time = 9.41 ps
precursor coverage = 1.78e-12
desorbing fraction phi_d = 0.9076
reacting fraction phi_r = 0.0924
growth rate = 0.2854 nm/min
E_app = -0.1815 eV = -17.51 kJ/mol
curvature d2 lnR/dbeta2: numeric -0.003356 eV^2, formula -0.003356 eV^2
largest error of main law in tests = 3.0e-07 eV
hydrogen: E_H = 2.50 eV, nu_H = 1.0e+15 1/s
T (K) | phi_d | growth (nm/min) | E_app (eV) | H coverage | growth with H (nm/min) | E_app with H (eV)
850 | 0.8670 | 0.4106 | -0.1734 | 8.59e-02 | 0.3508 | 0.2051
900 | 0.8835 | 0.3596 | -0.1767 | 1.29e-02 | 0.3514 | -0.1165
950 | 0.8968 | 0.3186 | -0.1794 | 2.14e-03 | 0.3174 | -0.1692
1000 | 0.9076 | 0.2854 | -0.1815 | 4.18e-04 | 0.2852 | -0.1795
1050 | 0.9164 | 0.2580 | -0.1833 | 9.49e-05 | 0.2580 | -0.1828
1100 | 0.9238 | 0.2352 | -0.1848 | 2.46e-05 | 0.2352 | -0.1846
growth maximum with H: T = 871.3 K, H coverage = 0.0385
H coverage at sign change, formula = 0.0385
fit window = 950 to 1100 K
fitted E_app without H = -0.1822 eV
fitted E_app with H = -0.1804 eV
shift of E_app by H at 1000 K = 0.0020 eV
shift if nu_d is proportional to T = -0.0782 eV
shift at fixed pressure, gas at surface T = -0.0431 eV
assumed fall of s over fit window = 5 percent
shift of E_app by that fall = -0.0308 eV
direct channel / precursor channel = 0.10
E_app with direct channel = -0.1650 eV
assumed thermalisation time = 1.0 ps
fraction leaving within that time = 0.1008
precursor-blocking test: Er = 0.60 eV, Ed = 0.80 eV
  nu_r = 1.0e+09 1/s, nu_d = 1.0e+13 1/s, f = 100 1/s
  rate maximum: numeric 383.15 K, formula 383.15 K
  precursor coverage at maximum = 0.2422
success
```
